# Does a zero permanent dipole forbid silane's pure rotational spectrum?

## Question

Silane is tetrahedral, so its permanent electric dipole is zero. Rotational line intensities go as the dipole squared, and I concluded that a pure rotational spectrum is strictly forbidden. A colleague objects that a rotating molecule is stretched by centrifugal forces and so acquires a dipole. But silane is a spherical top with four equivalent bonds. Why should the distortions not cancel? If they don't, which lines appear, and would they matter for precursor gas at 300 K and 100 Torr over a 10 m path?

## Answer

Your conclusion holds for a rigid tetrahedron. A real silane molecule deforms as it rotates, and the deformation generally carries a small dipole. The four bonds are equivalent at rest, but a rotation axis makes different angles with them.

### What symmetry permits

Fix axes $x,y,z$ in the molecule, along its fourfold rotation-reflection axes, with the central atom at the origin. The outer atoms lie along

$$e_1=\tfrac{(1,1,1)}{\sqrt3},\quad e_2=\tfrac{(-1,-1,1)}{\sqrt3},\quad e_3=\tfrac{(1,-1,-1)}{\sqrt3},\quad e_4=\tfrac{(-1,1,-1)}{\sqrt3}.$$

A constant dipole must be unchanged by every symmetry operation, hence it vanishes. In the vibrational ground state, however, the dipole operator may also depend on the angular momentum $J$, measured here in units of $\hbar$.

Consider $\mu_z$ to second order in $J$. A half turn about $z$ preserves $\mu_z$ and $J_z$ but reverses $J_x$ and $J_y$; this removes $J_x$, $J_y$, $J_xJ_z$ and $J_yJ_z$. A half turn about $x$ reverses $\mu_z$, $J_y$ and $J_z$; this removes the squares and leaves $J_z$ and $J_xJ_y$. The rotation-reflection about $z$ reverses $\mu_z$. Since $J$ is an axial vector, the same operation preserves $J_z$ but sends $J_x\to-J_y$, $J_y\to J_x$, so $J_xJ_y$ changes sign as required. One term survives:

$$\mu_z=\Theta(J_xJ_y+J_yJ_x),\qquad\text{and cyclically.}$$

The threefold axes make the constant $\Theta$ the same for all three components. With an inversion centre the term would be forbidden: inversion reverses $\mu$ but not $J$.

### Where the dipole comes from

For fixed $J$, the molecule settles near the minimum of

$$U=V+\frac{\hbar^2}{2}J\cdot I^{-1}J,$$

where $V$ is the vibrational potential and $I$ the inertia tensor. I assume that rotation is slow compared with vibration and keep the leading distortion. At equilibrium $I=I_0\mathbf 1$, so a small change gives $I^{-1}\simeq\mathbf 1/I_0-\delta I/I_0^2$. For a mass-weighted normal coordinate $Q_k$ of frequency $\omega_k$, the part of $U$ containing $J_xJ_y$ is

$$\frac{\omega_k^2Q_k^2}{2}-\frac{\hbar^2}{I_0^2}\frac{\partial I_{xy}}{\partial Q_k}J_xJ_yQ_k.$$

The two equal off-diagonal elements have cancelled the factor $1/2$. Setting the derivative to zero and multiplying the displacement by the dipole derivative gives

$$2\Theta=\sum_k\frac{\hbar^2}{I_0^2\omega_k^2}\frac{\partial\mu_z}{\partial Q_k}\frac{\partial I_{xy}}{\partial Q_k}.$$

The contributing vibrations are therefore infrared active ones that rotation can displace.

For an explicit result, take the valence potential

$$V=\frac{f_r}{2}\sum_i\delta r_i^2+\frac{f_\alpha}{2}\sum_{i<j}(r_0\delta\alpha_{ij})^2.$$

Each outer atom has mass $m$ and charge $q$, balanced by the central atom. Its charge may change with bond length, so stretching a bond changes the dipole by $p\,\delta r$ along that bond. Moving the atom sideways changes it by $q$ times the displacement.

At angular velocity $\omega=(\omega_x,\omega_y,0)$ the centrifugal force on atom $i$ is

$$F_i=mr_0[\omega^2e_i-(\omega\cdot e_i)\omega].$$

The central atom feels none, and the four forces sum to zero. Let $\sigma_i=+1$ for atoms 1 and 2, and $-1$ for atoms 3 and 4. Then $e_{iz}=\sigma_i/\sqrt3$ and

$$(\omega\cdot e_i)^2=\frac{\omega^2+2\sigma_i\omega_x\omega_y}{3}.$$

**Stretching.** The force along the bond is $mr_0[\omega^2-(\omega\cdot e_i)^2]$, so

$$\delta r_i=\frac{2mr_0}{3f_r}(\omega^2-\sigma_i\omega_x\omega_y).$$

The equal part of the stretches has no dipole: this is the cancellation you expected. The unequal part does not cancel. Since $\sum_i\sigma_ie_{iz}=4/\sqrt3$,

$$\mu_z^{\rm str}=p\sum_i\delta r_i e_{iz}=-\frac{8}{3\sqrt3}\frac{p\,mr_0\omega_x\omega_y}{f_r}.$$

**Bending.** The sideways pattern with the symmetry of $\mu_z$ is $t_i=\tau(\hat z-e_{iz}e_i)$. For two bonds, $e_i\cdot e_j=-1/3$, and the change in the cosine of their angle is

$$\frac{e_i\cdot t_j+e_j\cdot t_i}{r_0}=\frac{4\tau}{3r_0}(e_{iz}+e_{jz}).$$

This vanishes for the mixed pairs. For pair 12 it is $8\tau/(3\sqrt3r_0)$. Dividing by $-\sin\alpha=-2\sqrt2/3$ gives $r_0\delta\alpha_{12}=-4\tau/\sqrt6$; pair 34 has the opposite sign. The bending energy is therefore $\frac12f_\alpha\cdot2\cdot\frac{16}{6}\tau^2=\frac83f_\alpha\tau^2$.

Because $t_i\perp e_i$ and $\omega_z=0$, the work of the centrifugal forces is

$$\sum_iF_i\cdot t_i=mr_0\tau\sum_ie_{iz}(\omega\cdot e_i)^2=\frac{8}{3\sqrt3}mr_0\omega_x\omega_y\tau.$$

Minimising energy minus work gives $\tau=mr_0\omega_x\omega_y/(2\sqrt3f_\alpha)$. The dipole is $q\sum_it_{iz}=q\tau\sum_i(1-\frac13)=8q\tau/3$, or

$$\mu_z^{\rm bend}=\frac{4}{3\sqrt3}\frac{q\,mr_0\omega_x\omega_y}{f_\alpha}.$$

Now add both parts, set $\omega=\hbar J/I_0$ with $I_0=\frac83mr_0^2$, and compare with the classical form $\mu_z=2\Theta J_xJ_y$:

$$2\Theta=\frac{4mr_0}{3\sqrt3}\,\frac{9\hbar^2}{64m^2r_0^4}\left[\frac q{f_\alpha}-\frac{2p}{f_r}\right],$$

$$\boxed{\Theta=\frac{\sqrt3}{32}\frac{\hbar^2}{mr_0^3}\left[\frac q{f_\alpha}-\frac{2p}{f_r}\right].}$$

If $q$ and $p$ have the same sign, bending and stretching oppose each other. They could even cancel for special parameters. Symmetry allows the dipole, but does not set its size.

### Which rotations radiate

The axis matters. For $J$ along $z$ the induced dipole is zero. For $J$ along $(1,1,0)$ it is perpendicular to $J$ and turns with the molecule. For $J$ along a bond it is parallel to $J$: it exists, but does not rotate in the laboratory.

Let $n=J/|J|$. Averages over directions are $\langle n_x^2n_y^2\rangle=1/15$ and $\langle n_x^2n_y^2n_z^2\rangle=1/105$. Hence

$$\langle\mu^2\rangle=4\Theta^2J^4\cdot\frac3{15}=\frac{28}{35}\Theta^2J^4.$$

The component along $J$ is $6\Theta J^2n_xn_yn_z$, with mean square $\frac{36}{105}\Theta^2J^4=\frac{12}{35}\Theta^2J^4$. The remaining $\frac{16}{35}\Theta^2J^4$ is perpendicular and radiates at the rotation frequency.

### The quantum lines

Let $\lambda_\alpha$ be the cosine between a laboratory axis and body axis $\alpha$. The laboratory dipole is

$$\mu_{\rm lab}=\Theta[\lambda_z(J_xJ_y+J_yJ_x)+\text{cyclic}].$$

A quarter turn of the body axes reverses its sign, while half turns about the axes and threefold turns leave it unchanged. Among the ranks 1, 2 and 3 that $\lambda JJ$ can form, this behaviour occurs only in rank 3. It is the $xyz$ component of a symmetric tensor. That tensor has six equal entries, and a unit one has entries $1/\sqrt6$, so the operator is $\sqrt6\,\Theta$ times a unit component.

By the Wigner–Eckart theorem, every unit component has the same squared matrix element when summed over the body projections $K$. I can therefore use the easiest component, $\lambda_{+1}J_{+1}^2$, where $v_{+1}=-(v_x+iv_y)/\sqrt2$. Body components of $J$ have reversed commutators; replacing $J$ by $-J$ restores the usual ones and does not affect a quadratic expression.

The two raising steps contribute

$$\tfrac14(J-K)(J-K-1)(J+K+1)(J+K+2).$$

For the cosine, an integral of three rotation functions factors into laboratory and body Clebsch–Gordan coefficients. Summing the laboratory part leaves $(2J+1)$ times the squared body coefficient. Starting from $K+2$, this is

$$\frac{(J+K+3)(J+K+4)}{2(J+1)}.$$

With $s=J+K$, the strength summed over all states and laboratory components becomes

$$S=\frac{3\Theta^2}{4(J+1)}\sum_{s=0}^{2J-2}(2J-s)(2J-s-1)(s+1)(s+2)(s+3)(s+4).$$

The summand is $48\binom{2J-s}{2}\binom{s+4}{4}$. The sum of these binomial products is $\binom{2J+5}{7}$: choose seven objects from a row of $2J+5$ and sort the choices by the position $s+5$ of the fifth. Thus $S=36\Theta^2\binom{2J+5}{7}/(J+1)$. Writing out the binomial and cancelling $J+1$ gives

$$\boxed{S(J\to J+1)=\frac{2\Theta^2}{35}J(J+2)(2J-1)(2J+1)(2J+3)(2J+5).}$$

At $J=0$ this is zero, since a rank-3 operator cannot connect angular momenta 0 and 1. For $1\to2$ it gives $18\Theta^2$, which explicit summation of the matrix elements also gives. Rigid-rotor lines lie at $\tilde\nu=2B(J+1)$, so the first allowed $J\to J+1$ line is at $4B$.

The operator also connects $J$ with itself. In a rigid rotor those transitions have zero frequency. Centrifugal distortion splits the levels, however, and from $J=3$ upward some of them become real lines at very low frequency: in the model below, none lies above about 0.6 cm$^{-1}$ for $J=16$. Their absorption is far weaker, because at $h\nu\ll kT$ it carries a factor $\nu^2$. The intensities below are for $J\to J+1$.

At large $J$, dividing $S$ by the $(2J+1)^2$ initial states gives $\frac8{35}\Theta^2J^4$. This is half the perpendicular classical value; the other half belongs to $J\to J-1$.

### How strong they are

Write $\kappa=kT/hc$ and take $B$ and $\tilde\nu$ in wavenumbers. The integrated cross-section of a line is

$$A_J=C\tilde\nu S(1-e^{-\tilde\nu/\kappa})\frac{e^{-BJ(J+1)/\kappa}}{Z},\qquad C=\frac{2\pi^2}{3\epsilon_0hc}.$$

Here $Z=\sum_J(2J+1)^2e^{-BJ(J+1)/\kappa}$, with proton spin weights replaced by their mean, which cancels. For $B\ll\kappa$, set $M=J+1$. Then $S\simeq\frac{32}{35}\Theta^2M^6$, $1-e^{-\tilde\nu/\kappa}\simeq2BM/\kappa$ and $Z\simeq\sqrt\pi(\kappa/B)^{3/2}$. The sum becomes

$$\sum_JA_J\simeq C\,\frac{32\Theta^2}{35}\frac{4B^2}{\kappa Z}\int_0^\infty M^8e^{-BM^2/\kappa}dM.$$

The integral is $\frac{105\sqrt\pi}{32}(\kappa/B)^{9/2}$, so

$$\sum_JA_J\simeq12C\Theta^2\frac{\kappa^2}{B}.$$

In this regime, and neglecting vibrational excitation, the band area per molecule grows as $T^2$: hotter molecules rotate faster and are more distorted.

For numbers I use a model with $r_0=0.148$ nm, outer mass 1.008 u, $f_r=280$ N/m, $f_\alpha=20$ N/m, $q=-0.20\,e$ and $p=-0.30\,e$. The bracket in $\Theta$ is

$$\frac{-0.20}{20}-\frac{2(-0.30)}{280}=-0.0100+0.0021=-0.0079\ e\,\mathrm{m/N}.$$

The corresponding parts of $\Theta$ are $-5.33\times10^{-5}$ D from bending and $+1.14\times10^{-5}$ D from stretching. Their sum is $-4.19\times10^{-5}$ D, or $-1.65\times10^{-5}$ atomic units. An independent numerical sum over normal modes gives the same value. As a test of the linear response, I also minimised the full $U$ for $J=(1,2,3)$: the dipole differed from the formula by $4.1\times10^{-4}$ of its magnitude. At one tenth of that $J$ the relative difference was a hundred times smaller, as expected for a correction quadratic in $J$.

$\Theta$ is tiny, but it multiplies $J^2$. The root-mean-square induced dipole at 300 K is $5.3\times10^{-3}$ D. With $B=2.863$ cm$^{-1}$, the first allowed line lies at 11.45 cm$^{-1}$ and has an area of only $5.3\times10^{-30}$ cm per molecule. With equal spin weights the strongest line is $J=16\to17$. It has the rigid-rotor position $2(2.863)(17)=97.3$ cm$^{-1}$, or 2.92 THz, with area $1.25\times10^{-23}$ cm per molecule. These two areas include the actual spin weights, which also lift the neighbouring line $J=15\to16$ about 1% above $J=16\to17$. The two are so close that I keep $J=16\to17$ as the reference and call it the strongest line below. The whole band has area $1.32\times10^{-22}$ cm per molecule by direct summation; the formula above gives $1.33\times10^{-22}$.

At 100 Torr the number density is $3.22\times10^{18}$ cm$^{-3}$. Over 10 m, the strongest line has integrated optical depth

$$(3.22\times10^{18})(1.25\times10^{-23})(1000)\simeq0.040\ \mathrm{cm^{-1}}.$$

Divided by the spacing $2B=5.73$ cm$^{-1}$, this is a mean optical depth of 0.007. Averaged over the band, the absorption is weak. It is concentrated in narrow components, however: for assumed collisional half-widths of 0.01 to 0.02 cm$^{-1}$, the optical depth at the strongest component's centre is a few tenths. A far-infrared measurement that resolves the lines could therefore see them, and one working near a line should allow for them.

### What the model leaves out

**Stretch–bend coupling.** I added $f_{r\alpha}\sum_{i<j}(\delta r_i+\delta r_j)r_0\delta\alpha_{ij}$ with $f_{r\alpha}=5$ N/m. It changes $\Theta$ by only $-0.7\%$, partly because of the charges chosen. Write the unequal stretches as $\rho\sigma_i$. The coupling energy is then $-(16/\sqrt6)f_{r\alpha}\rho\tau$. Without coupling, $\rho=-2g/(3f_r)$ and $\tau=g/(2\sqrt3f_\alpha)$, where $g=mr_0\omega_x\omega_y$. Each displacement now pushes the other, and the first-order dipole change is

$$\frac{16}{\sqrt6}\frac{f_{r\alpha}g}{f_rf_\alpha}\,\frac{p-2q}{6}.$$

Here $p-2q=0.10\,e$, the small remainder of $-0.30\,e$ and $+0.40\,e$, and the first-order change is $-1.6\%$ of the uncoupled dipole. Solving the two coupled linear equations for $\rho$ and $\tau$ exactly also multiplies the corrected dipole by $1/[1-2f_{r\alpha}^2/(f_rf_\alpha)]=1.009$. Together these give $-0.7\%$. Other charges can make the coupling more important.

**Vibration and faster rotation.** With an assumed Morse parameter of 15 nm$^{-1}$, zero-point motion lengthens the bond by about 0.0018 nm. Through $r_0^{-3}$ alone this changes $\Theta$ by $-3.5\%$; other vibrational corrections remain uncounted. Higher-order distortion changes the dipole by $-0.5\%$ for the strongest line's lower $J$, with $J$ along $(1,1,0)$. In the harmonic model about 6% of molecules are vibrationally excited and do not contribute to the ground-state lines. They are not silent, however. In the triply degenerate bending state the molecule has a vibrationally induced dipole that does not depend on $J$, and it gives rotational lines of its own. Its size is poorly fixed. The model gives about 0.04 D, and a thermal mean-square dipole about five times the distortion value. Hartree–Fock gives 0.006 to 0.007 D depending on the basis, or 0.1 to 0.2 of the distortion value. These lines are not included in the areas above.

**Line structure.** The isotropic part of the centrifugal distortion moves the strongest line by about $-0.74$ cm$^{-1}$. Its tetrahedral part splits the line and moves the intensity-weighted centre further, to about $-0.87$ cm$^{-1}$. If the direction of $J$ in the molecule stayed fixed, the spread would be about 0.2 cm$^{-1}$, the estimate listed in the output. The transition can also change that direction, which widens the pattern: diagonalising the model's quartic rotational energy for $J=16$ and $17$ spreads the central 90% of the intensity over about 0.5 cm$^{-1}$ with equal spin weights, or 0.4 cm$^{-1}$ with the actual ones. The integrated optical depth is therefore a safer guide than the peak of a single assumed profile. Nuclear spin hardly changes the total area of this line, although it favours some of its components over others. It lowers the first allowed line by 25% relative to the mean weight.

**Collisions.** A neighbour's octopole field polarises a molecule even when neither has a permanent dipole. I estimated this for hard spheres with contact distance 0.40 nm and polarisability volume 0.005 nm$^3$, taking the full field of the model's point charges $q$; its octopole part alone gives values about 6% lower. The mean-square collision-induced dipole is 0.12 of the distortion value at 100 Torr. At fixed temperature it grows in proportion to density, reaching 0.89 at 760 Torr. Two simplifications act in opposite directions. Hartree–Fock calculations give silane a smaller octopole than these point charges do, which would lower both values by a factor of two to three. Attraction between molecules, which hard spheres omit, brings neighbours closer and would raise them by a factor of roughly 1.4 to 2 for plausible Lennard-Jones parameters. The values are also ratios of squared dipoles, not of absorption at one frequency. Measuring at several pressures helps to separate the contributions: in dilute gas, single-molecule line areas grow as density and the pair contribution as density squared.

### Beside real silane

The bond length, masses and force constants are rough values typical of silane. The model's dipole-active vibrations, at 857 and 2224 cm$^{-1}$, fall in the right regions. Its $\Theta$ also has a reasonable size: the same linear response evaluated by Hartree–Fock gives $-3.7\times10^{-5}$ D in both the cc-pVDZ and def2-TZVP bases, without electron correlation or vibrational averaging. The charges are the least secure input, and intensities go as $\Theta^2$. Changing $q$ to $-0.30\,e$ with everything else fixed makes the bending part $-7.99\times10^{-5}$ D and the total $-6.85\times10^{-5}$ D, which raises every line area by a factor of 2.7. The absolute absorption is thus an estimate of scale.

I assumed pure gas; your precursor line may carry diluted silane. At the same total pressure and temperature, 10% silane would reduce the integrated optical depth of the strongest line from 0.040 to 0.004 cm$^{-1}$. The carrier gas would also change the collisional contribution. The numerical output below lists the model's values.

So your colleague is right about the mechanism, with one qualification: a distortion dipole contributes to the $J\to J+1$ lines through its component perpendicular to $J$. The strict statement is that a *rigid* tetrahedral molecule has no electric dipole rotational spectrum.

## Numbers as computed

```
Bond length: 0.148 nm
Outer and central masses: 1.008, 28.0 u
Stretch and bend force constants: 280, 20 N/m
Outer charge q and stretch derivative p: -0.20, -0.30 e
Temperature: 300 K
Pressure: 100 Torr
Path: 10 m
Dipole-active bend and stretch: 857, 2224 cm^-1
Rotational constant B: 2.8631 cm^-1
Theta, bend part: -5.328e-05 D
Theta, stretch part: 1.142e-05 D
Theta, total: -4.187e-05 D = -1.647e-05 e*bohr
Theta, normal-mode sum: -4.187e-05 D
Full-minimum error at |J|=sqrt(14): 4.10e-04; at one tenth: 4.10e-06
Quadratic dipole terms, Td and Oh: 1, 0
Strength/Theta^2, J=0->1 and 1->2: 0.0, 18.0
RMS thermal distortion dipole: 5.263e-03 D
First allowed line, J=1->2: 11.45 cm^-1
Its area with spin weights: 5.306e-30 cm/molecule
Strongest line, lower J: 16
Its rigid-rotor position: 97.35 cm^-1 = 2.918 THz
Its area with spin weights: 1.254e-23 cm/molecule
Band area, line sum: 1.320e-22 cm/molecule
Band area, high-temperature formula: 1.329e-22 cm/molecule
Gas number density: 3.219e+18 cm^-3
Optical-depth area of strongest line: 4.038e-02 cm^-1
Optical depth averaged over spacing 2B: 7.052e-03
Spin weight per state, first and strongest line: 1.0000, 1.3406
Assumed stretch-bend coupling: 5 N/m
Change of Theta from this coupling: -0.7 %
Assumed Morse parameter: 15 nm^-1
Zero-point mean bond shift: 0.00176 nm
Change of Theta from r0^-3 alone: -3.5 %
Higher-order dipole change at strongest line: -0.51 %
Centrifugal constant D: 3.761e-05 cm^-1
Centrifugal shift of strongest line: -0.739 cm^-1
Tetrahedral spread of strongest line, estimate: 0.217 cm^-1
Molecules in excited vibrations: 6.38 %
Assumed polarizability volume: 0.0050 nm^3
Assumed contact distance: 0.40 nm
RMS collision-induced dipole: 1.799e-03 D
Collision/distortion mean-square ratio: 0.117
The same ratio at 760 Torr: 0.888
```
